# K-Shell Fluorescence Yield: Leading Z-Dependence and Its First Screening Correction

## Result

An atom with one electron missing from its 1s shell can fill the hole by emitting a photon or by ejecting a second electron, the Auger process. For a full L shell, unscreened hydrogenic orbitals and decay by L electrons alone, the two rates are

$$\Gamma_R=3\left(\tfrac23\right)^8\alpha^3Z^4,\qquad \Gamma_A=0.0358,$$

in Hartree atomic units, with $Z$ the nuclear charge and $\alpha$ the fine-structure constant. The probability that a photon is emitted, the fluorescence yield, is

$$Y=\frac{Z^4}{Z^4+a},\qquad a=\frac{\Gamma_A}{3(2/3)^8\alpha^3}=7.87\times10^5,$$

and it reaches one half at $Z=a^{1/4}=29.8$.

In this model the Auger rate is independent of $Z$. In real atoms it is not: screening lowers it, most strongly in light atoms, so it rises with $Z$, though far more slowly than the radiative rate. Much of the screening cancels in the ratio of the rates. In a screened model that keeps the orbitals of the neutral atom and counts L electrons alone, what remains for $Z$ between about 20 and 36 is described by

$$a\;\to\;a\left(1-\frac{\kappa}{Z}\right),\qquad \kappa\approx4.7,$$

where the form is suggested by scaling at a fixed number of electrons and the number is fitted to rates from Hartree–Fock orbitals of zinc. The half point of that model moves to about 28.5. This shift is not a prediction for real atoms: relaxation of the orbitals around the K hole and decays of M and N electrons, both left out here, act in the opposite direction and together outweigh it.

## Two competing decays

Let $N(t)$ be the number of atoms that still have their K hole. Each channel removes them in proportion to $N$:

$$\frac{dN}{dt}=-(\Gamma_R+\Gamma_A)N,\qquad N=N_0e^{-(\Gamma_R+\Gamma_A)t}.$$

Photons appear at the rate $\Gamma_RN$. Their total number divided by $N_0$ is

$$Y=\int_0^\infty\Gamma_Re^{-(\Gamma_R+\Gamma_A)t}dt=\frac{\Gamma_R}{\Gamma_R+\Gamma_A}=\frac{1}{1+\Gamma_A/\Gamma_R}.$$

The yield depends on the ratio of the rates alone.

## The radiative rate

**One electron.** In atomic units the speed of light is $1/\alpha$, so a photon of frequency $\omega$ has wave number $k=\alpha\omega$. In the dipole approximation the coupling is $\mathbf r\cdot\mathbf E$. One mode in a volume $V$ has emission amplitude $\sqrt{2\pi\omega/V}\;\mathbf e\cdot\mathbf d$ up to a phase, where $\mathbf e$ is the polarisation and $\mathbf d=\langle1s|\mathbf r|2p\rangle$. The golden rule gives

$$A=2\pi\int\frac{V\,d^3k}{(2\pi)^3}\,\frac{2\pi\omega'}{V}\sum_{\mathbf e}|\mathbf e\cdot\mathbf d|^2\,\delta(\omega'-\omega).$$

With $d^3k=\alpha^3\omega'^2d\omega'd\Omega$ this becomes

$$A=\frac{\alpha^3\omega^3}{2\pi}\int d\Omega\sum_{\mathbf e}|\mathbf e\cdot\mathbf d|^2.$$

The two polarisations span the plane perpendicular to $\mathbf k$, so the sum is $|\mathbf d|^2\sin^2\theta$, with $\theta$ the angle between $\mathbf k$ and $\mathbf d$. Its angular integral is $8\pi|\mathbf d|^2/3$. Hence

$$A=\frac43\alpha^3\omega^3|\mathbf d|^2 .$$

**The full shell.** The dipole operator does not act on spin. Of the six 2p electrons, the three with the spin of the missing electron can fill the hole. The 2s electrons cannot, because 2s and 1s have equal parity.

Write each orbital as $P(r)/r$ times an angular function. For $2p_z$ that function is $\sqrt{3/4\pi}\cos\theta$, and for 1s it is $1/\sqrt{4\pi}$, so

$$d_z=R\,\frac{\sqrt3}{4\pi}\int\cos^2\theta\,d\Omega=\frac{R}{\sqrt3},\qquad R=\int_0^\infty P_{1s}\,r\,P_{2p}\,dr.$$

Three electrons, each with $|\mathbf d|^2=R^2/3$, give

$$\Gamma_R=\frac43\alpha^3\omega^3R^2.$$

**The hydrogenic value.** The radial functions are

$$P_{1s}=2Z^{3/2}re^{-Zr},\qquad P_{2p}=\frac{Z^{5/2}}{2\sqrt6}r^2e^{-Zr/2}.$$

Therefore

$$R=\frac{Z^4}{\sqrt6}\int_0^\infty r^4e^{-3Zr/2}dr=\frac{24}{\sqrt6\,Z}\left(\frac23\right)^5=\frac{1.290}{Z}.$$

The photon energy is $\omega=Z^2/2-Z^2/8=3Z^2/8$. Since $R^2=96(2/3)^{10}/Z^2$,

$$\Gamma_R=\frac43\cdot\frac{27}{512}\cdot96\left(\frac23\right)^{10}\alpha^3Z^4.$$

The factors before the power multiply to $27/4=3(3/2)^2$, which leaves

$$\Gamma_R=3\left(\frac23\right)^8\alpha^3Z^4=4.549\times10^{-8}\,Z^4.$$

The fourth power has a simple origin: $\omega^3$ supplies $Z^6$, and the shrinking dipole removes $Z^2$.

## Why the Auger rate loses its Z-dependence

In an Auger decay one L electron fills the hole and another leaves. The hydrogenic energy balance fixes the kinetic energy of the outgoing electron:

$$E=2\left(-\frac{Z^2}{8}\right)+\frac{Z^2}{2}=\frac{Z^2}{4}.$$

Normalise continuum states by $\langle c_E|c_{E'}\rangle=\delta(E-E')$. The golden rule is then $2\pi$ times a squared matrix element of $1/r_{12}$, with no separate density of states.

Set $\mathbf r=\mathbf x/Z$ and $E=Z^2e$. A bound orbital becomes $Z^{3/2}\phi(\mathbf x)$, where $\phi$ belongs to $Z=1$. For the continuum, $\delta(E-E')=Z^{-2}\delta(e-e')$, so each wave carries an extra $Z^{-1}$:

$$c_E(\mathbf r)=Z^{3/2}Z^{-1}c_e(\mathbf x).$$

The matrix element contains three bound orbitals, one continuum wave, two volume elements and one repulsion:

$$\underbrace{Z^{6}Z^{-1}}_{\text{orbitals}}\;\underbrace{Z^{-6}}_{\text{volumes}}\;\underbrace{Z}_{1/r_{12}}=Z^0.$$

The repulsion grows as $Z$ when the atom shrinks. Two factors of $Z^{-1/2}$ offset this growth: the faster electron has a smaller energy-normalised radial amplitude, and its wave overlaps the L orbital over a smaller region.

## The size of the Auger rate

**Spin.** Let the missing 1s electron have spin up. For real spatial orbitals define

$$M_{ij}^c=\langle1s\,c|\,r_{12}^{-1}|\,i\,j\rangle,$$

where $i$ fills the hole and $j$ goes to the continuum state $c$. There are three cases.

- If $i$ is up and $j$ is down, the amplitude is $M_{ij}^c$, and every ordered choice of $i,j$ counts.
- If both are up, the amplitude is $M_{ij}^c-M_{ji}^c$, and each pair counts once. This is half the sum over ordered choices.
- If both are down, neither can fill the hole.

Adding these contributions gives

$$\Gamma_A=2\pi\sum_c\sum_{ij}\left[(M_{ij}^c)^2+\tfrac12(M_{ij}^c-M_{ji}^c)^2\right].$$

Expand the square. Since $i$ and $j$ run over the same orbitals, $\sum M_{ji}^2=\sum M_{ij}^2$, and

$$\Gamma_A=2\pi\sum_c\sum_{ij}\left[2(M_{ij}^c)^2-M_{ij}^cM_{ji}^c\right].$$

**Angles.** With real spherical harmonics $y_{km}$,

$$\frac1{r_{12}}=\sum_{km}\frac{4\pi}{2k+1}\frac{r_<^k}{r_>^{k+1}}y_{km}(1)y_{km}(2).$$

The final 1s orbital is spherical, so $k$ must equal the angular momentum of the electron that fills the hole. Define

$$R^k(ij\to\epsilon l)=\iint P_{1s}(r_1)P_i(r_1)\frac{r_<^k}{r_>^{k+1}}P_{\epsilon l}(r_2)P_j(r_2)\,dr_1dr_2.$$

If 2s fills the hole, the factor $4\pi$ cancels two factors $1/\sqrt{4\pi}$. The amplitudes are

$$S=R^0(2s2s\to\epsilon s),\qquad D=R^0(2s2p\to\epsilon p).$$

If 2p fills the hole and 2s leaves, the same cancellation leaves $1/3$:

$$X=\tfrac13R^1(2p2s\to\epsilon p).$$

For each of the three 2p orbitals the two orders contribute $(2D^2-DX)+(2X^2-XD)$. The total is $6(D^2+X^2-DX)$.

If both electrons are 2p, with angular functions $y_a$ and $y_b$, the amplitude is

$$M_{ab}^c=\frac{\sqrt{4\pi}}3\,T_l\int y_cy_ay_b\,d\Omega,\qquad T_l=R^1(2p2p\to\epsilon l).$$

It is symmetric in $a,b$, so the bracket in $\Gamma_A$ reduces to $(M_{ab}^c)^2$. The product $y_ay_b$ contains $l=0$ and $l=2$ parts.

For $l=0$ the angular integral is $\delta_{ab}/\sqrt{4\pi}$. Three diagonal terms of $T_s^2/9$ give $T_s^2/3$.

For $l=2$, take the full squared norm of the products and subtract the $l=0$ part. Since $\sum_ay_a^2=3/4\pi$,

$$\sum_{ab}\int y_a^2y_b^2\,d\Omega-\frac3{4\pi}=\frac9{4\pi}-\frac3{4\pi}=\frac6{4\pi}.$$

Multiplication by $4\pi/9$ gives $2T_d^2/3$. The complete result is

$$\Gamma_A=2\pi\left[S^2+6(D^2+X^2-DX)+\frac{T_s^2}{3}+\frac{2T_d^2}{3}\right].$$

**Numbers.** The outgoing waves were found by Numerov integration of the radial equation in the field $-Z/r$. They were scaled so that the distant amplitude is $\sqrt{2/\pi k_e}$, with $k_e=\sqrt{2E}$, apart from the slow Coulomb variation. Quadrature gives

$$S=0.01990,\quad D=0.01759,\quad X=\frac{0.03103}{3}=0.01034,$$

$$T_s=-0.02999,\qquad T_d=0.07345.$$

The three groups of final holes contribute as follows:

- 2s2s: $2\pi S^2=0.0025$.
- 2s2p: $2\pi\cdot6(D^2+X^2-DX)=0.0088$.
- 2p2p: $2\pi(T_s^2+2T_d^2)/3=0.0245$.

Their sum is $\Gamma_A=0.0358$, or 0.974 eV as a level width. The $d$ wave alone supplies $4\pi T_d^2/3=0.0226$, about 63% of the total.

## The yield and its two limits

The ratio of the rates gives

$$a=\frac{0.035803}{4.5487\times10^{-8}}=7.87\times10^5,\qquad Z_0=a^{1/4}=29.8.$$

Far below and far above $Z_0$ the yield becomes

$$Y=\frac{Z^4}{a}-\left(\frac{Z^4}{a}\right)^2+\cdots,\qquad Y=1-\frac{a}{Z^4}+\cdots .$$

At $Z=10$ the leading term is 0.0127, and the full formula gives 0.0125. At $Z=50$ the second expansion, cut after $a/Z^4$, gives 0.874, and the full formula gives 0.888. Between them the model yields are 0.17 at $Z=20$, 0.51 at 30 and 0.76 at 40.

To see how sharp the change is, differentiate $Y=1/(1+aZ^{-4})$:

$$\frac{dY}{d\ln Z}=\frac{4aZ^{-4}}{(1+aZ^{-4})^2}=4Y(1-Y).$$

At the half point this equals 1, so a 1% change in $Z$ changes the yield by about 0.01. Conversely, $Z_0=a^{1/4}$ is insensitive to errors in the rates: a factor of two in $a$ moves $Z_0$ by a factor of $2^{1/4}\approx1.19$. Accordingly, the screening found below, which lowers $a$ by about 16% near the half point, moves that point by only about 4%.

## First correction: screening

**Its form.** For a fixed number of electrons, the same scaling turns the Hamiltonian into

$$H=Z^2\left[\sum_i\left(-\frac12\nabla_{x_i}^2-\frac1{x_i}\right)+\frac1Z\sum_{i<j}\frac1{x_{ij}}\right].$$

Electron repulsion is a perturbation of relative order $1/Z$. It can mix degenerate two-hole states even at leading order, but that is a unitary change among final states of equal energy and leaves their summed rate unchanged. The first corrections therefore have the form

$$\Gamma_R=\Gamma_R^{(0)}\left(1-\frac rZ\right),\qquad \Gamma_A=\Gamma_A^{(0)}\left(1-\frac sZ\right),$$

where the superscript marks the hydrogenic rates. In the ratio,

$$a_{\rm eff}=Z^4\frac{\Gamma_A}{\Gamma_R}=a\,\frac{1-s/Z}{1-r/Z}=a\left[1-\frac{s-r}{Z}+O(Z^{-2})\right].$$

Along a series of neutral atoms the number of electrons also grows. Charge well outside the L shell adds a nearly constant potential in the core. That constant does not change the bound orbitals, and it cancels in $\omega$. It shifts the final energy of the outgoing electron, but not its kinetic energy inside the core. If the potential varies little over a wavelength, the energy-normalised amplitude in the core is set by the local wave number and is also unchanged.

The M shell, however, penetrates the core to some extent. One coefficient for all atoms is thus an approximation that needs numbers.

**Screened atoms.** Nonrelativistic Hartree–Fock orbitals of free neutral atoms in their ground state were computed in the def2-TZVP basis. A basis near the Hartree–Fock limit changes $a_{\rm eff}$ by at most about 0.2% (for Mg, 4.45 and a yield of 0.045) and the coefficient $\kappa$ below by 0.01. The photon energy is the difference of the 2p and 1s orbital energies. The energy of the outgoing electron is

$$E=\varepsilon_i+\varepsilon_j-\varepsilon_{1s}-F^0(ij),$$

where $F^0(ij)$ is the direct repulsion of the two L holes. The electron moves in the electrostatic potential of the ion with those holes. The same rate formulas, again with L electrons alone, give:

| Atom | $Z$ | $\Gamma_R$ | $\Gamma_A$ | $Y$ | $a_{\rm eff}/10^5$ |
|---|---|---|---|---|---|
| Mg | 12 | 0.00035 | 0.0075 | 0.044 | 4.46 |
| Ca | 20 | 0.0042 | 0.0156 | 0.21 | 6.00 |
| Zn | 30 | 0.0253 | 0.0208 | 0.55 | 6.65 |
| Kr | 36 | 0.0555 | 0.0226 | 0.71 | 6.84 |

From Mg to Kr the Auger rate triples, a mean growth close to $Z^{1.0}$. From Ca to Kr it grows by a factor of 1.45, while the radiative rate grows by 13. From Zn to Kr it grows by only 9%, while the radiative rate more than doubles.

The radiative rate grows faster than $Z^4$, with a mean exponent of 4.6 from Mg to Kr. Zinc shows why. Its photon energy is 314.4 instead of the hydrogenic $3\cdot30^2/8=337.5$, which multiplies the rate by $(0.932)^3=0.81$. The whole rate is 0.69 times the hydrogenic 0.0368, so the remaining factor, $0.69/0.81=0.85$, comes from a smaller $R^2$. Both reductions fade as $Z$ grows.

**The coefficient.** Match $a_{\rm eff}=a(1-\kappa/Z)$ to zinc:

$$\kappa=30\left(1-\frac{6.645}{7.871}\right)=4.67.$$

The other three atoms now test the form:

- Ca: $7.871(1-4.67/20)=6.03$, against 6.00 computed.
- Kr: $7.871(1-4.67/36)=6.85$, against 6.84 computed.
- Mg: $7.871(1-4.67/12)=4.81$, against 4.46 computed.

One term describes calcium and krypton to within 1% of the computed values. For magnesium it is 8% too high; the one-term form does not extend to so light an atom.

This $\kappa$ is an effective coefficient for $Z$ between about 20 and 36, not the strict limit of $s-r$ at large $Z$. For zinc the separate reductions give $r=30(1-0.687)=9.4$ and $s=30(1-0.580)=12.6$, whose difference is 3.2. The denominator $1-r/Z=0.687$ raises this to $3.2/0.687=4.7$. Higher orders are therefore present in $\kappa$. That it stays so steady from Ca to Kr is a numerical finding, not a consequence of the scaling argument.

The value 4.7 also belongs to the choice of neutral-atom orbitals. The L electrons of the decaying atom are screened by one 1s electron instead of two, a change of the same order $1/Z$ as the term kept. With orbitals relaxed around the K hole and the photon energy taken from total energies, $\Gamma_A$ rises from 0.0208 to 0.0241 in zinc and from 0.0075 to 0.0128 in magnesium, $\kappa$ from zinc falls to about 1.3, and the half point lies near 29.5.

**The shifted half point.** The condition $Y=1/2$ is now $Z_h^4=a(1-\kappa/Z_h)$. Put $Z_h=Z_0(1+\delta)$ and keep first order in $\delta$ and $\kappa/Z_0$:

$$4\delta=-\frac{\kappa}{Z_0},\qquad Z_h\approx Z_0-\frac\kappa4=29.8-1.2=28.6.$$

Solving the condition without this expansion gives 28.5. Logarithmic interpolation of the computed rate ratios between Ca and Zn also gives 28.5. The agreement shows consistency rather than independent proof, since $\kappa$ was taken from zinc.

## Where the estimate ends

The formulas assume a full L shell. Below neon the number of L electrons changes with $Z$, and both the radiative and the Auger sums must be counted again.

Toward heavy atoms, relativity enters through $(Z\alpha)^2$, which is 0.048 at $Z=30$ and grows as $Z^2$. The photon phase across the 1s radius $1/Z$ is $\omega\alpha/Z=0.082$ at $Z=30$. The term linear in this phase has the wrong parity for $2p\to1s$, so the dipole amplitude first changes at second order.

The screened calculation also leaves out decays that involve M or N electrons, orbital relaxation, exchange for the outgoing electron, and correlation. In magnesium the only M electrons are 3s. They have no dipole decay to 1s, so they add only to the Auger rate and lower the yield. In the heavier atoms of the table the outer electrons add to both rates, and the Auger rate gains the larger fraction: in zinc about 25%, against 12% for the radiative rate. The yields fall, and a single $\kappa$ no longer describes Ca to Kr. With all shells, relaxed orbitals and exchange for the outgoing electron, the nonrelativistic yields of Ca, Zn and Kr are about 0.17, 0.49 and 0.66, and the half point is about 30.3. Tabulated yields, about 0.47 for zinc, put it near 31, above the hydrogenic 29.8 and not below it. The yields in the table support the location of the half point near $Z=30$ to within a unit or two; they do not fix the direction of its shift from the hydrogenic value, and they are not precise predictions for individual atoms.
